# Sand's time for lithium plating from a binary electrolyte

## Problem

A flat lithium electrode is plated from a still solution of one lithium salt at a constant current density of 10 mA/cm². The salt consists of singly charged ions and starts at a uniform concentration of 1 mol/L. Its diffusivity is $D=3\times10^{-10}$ m²/s, and the cation transference number is $t_+=0.4$. There is no supporting electrolyte.

When does the salt concentration at the electrode surface reach zero? This moment is called Sand's time, $\tau$. How thick must the electrolyte be for it to occur at all?

Let $x$ be the distance from the plated electrode into the electrolyte, and let $J>0$ be the magnitude of the current density. Lithium ions are the only species that react. Both $D$ and $t_+$ are taken as constant, and the liquid does not flow. At first the electrolyte is taken to be so thick that the other electrode has no influence.

## First estimate by scaling

The anions do not react, but the electric field pushes them away from the plated electrode. In a uniform solution they carry the fraction $1-t_+$ of the current, so they leave the region near the electrode at the rate $J(1-t_+)/F$ per unit area, where $F$ is the Faraday constant. Neutrality requires the same net loss of cations. The region therefore loses salt at this rate.

After a time $t$, diffusion has drawn on a layer of thickness about $\sqrt{Dt}$, which at first held $c_0\sqrt{Dt}$ of salt per unit area. Setting the loss equal to this stock gives

$$
\frac{J(1-t_+)}{F}\,t\sim c_0\sqrt{Dt}
\quad\Longrightarrow\quad
t_{\rm est}=D\left[\frac{Fc_0}{J(1-t_+)}\right]^2 .
$$

In SI units, $c_0=1000$ mol/m³ and $J=100$ A/m². The bracket is $96485\times1000/(100\times0.6)=1.608\times10^6$ s/m, so

$$
t_{\rm est}=3\times10^{-10}\times(1.608\times10^6)^2\ \text{s}\approx 780\ \text{s}.
$$

The estimate fixes the dependence on each parameter but leaves a numerical factor open.

## Exact solution for a thick electrolyte

### From two ions to one salt equation

Let $\psi$ be the electric potential in units of $RT/F$, and let a prime denote $\partial/\partial x$. On scales much longer than the screening length the two ion concentrations are nearly equal, and both are written $c$. In dilute-solution theory the fluxes, counted positive away from the electrode, are

$$
N_+=-D_+(c'+c\psi'),\qquad N_-=-D_-(c'-c\psi').
$$

The signs of the field terms differ because the charges do. Conservation of each ion, $\partial c/\partial t=-N_\pm'$, gives

$$
\frac{\partial c}{\partial t}=D_+\left[c''+(c\psi')'\right],\qquad
\frac{\partial c}{\partial t}=D_-\left[c''-(c\psi')'\right].
$$

Multiply the first equation by $D_-$ and the second by $D_+$, then add. The field terms cancel:

$$
(D_++D_-)\frac{\partial c}{\partial t}=2D_+D_-c''
\quad\Longrightarrow\quad
\frac{\partial c}{\partial t}=Dc'',\qquad D=\frac{2D_+D_-}{D_++D_-}.
$$

The transference number is the cation share of the current in a uniform solution. There $c'=0$, so $N_+=-D_+c\psi'$ and $N_+-N_-=-(D_++D_-)c\psi'$. Their ratio is

$$
t_+=\frac{D_+}{D_++D_-}.
$$

Hence $1-t_+=D_-/(D_++D_-)$, and division of $D$ by this expression gives $D/(1-t_+)=2D_+$. Likewise $D/t_+=2D_-$. For the present data $D_+=2.5\times10^{-10}$ m²/s and $D_-=3.75\times10^{-10}$ m²/s.

### Condition at the electrode

No anions cross the electrode surface, so $N_-=0$ and therefore $c\psi'=c'$ there. The cations arrive in the negative $x$ direction at the rate $J/F$, so

$$
-\frac{J}{F}=N_+=-D_+(c'+c')=-2D_+c'.
$$

With $2D_+=D/(1-t_+)$, the surface gradient is

$$
g\equiv c'(0,t)=\frac{J(1-t_+)}{FD}.
$$

It is positive, since the salt is depleted at the electrode, and it does not change with time. Its value is 2.073 mol/L per mm.

The factor $1-t_+$ does not mean that the field term supplies the fraction $t_+$ of the cations at the surface. The condition $c\psi'=c'$ shows that the field term and the diffusion term supply half each. The field there includes a part caused by the concentration gradient itself. When that part is counted with diffusion, the cation flux becomes $N_+=-Dc'-t_+J/F$. At the surface this gives the same $g$.

### Concentration as a function of time

The gradient $q=c'$ obeys the same diffusion equation as $c$, as one differentiation with respect to $x$ shows. Its conditions are simple: $q=g$ at $x=0$, $q=0$ at $t=0$, and $q\to0$ far away. These contain no length scale, so try $q=gf(z)$ with $z=x/(2\sqrt{Dt})$. Then

$$
\frac{\partial q}{\partial t}=-\frac{gz}{2t}f'(z),\qquad
D\frac{\partial^2q}{\partial x^2}=\frac{g}{4t}f''(z),
$$

where the primes on $f$ mean $d/dz$. Equating the two gives $f''=-2zf'$, so $f'$ is proportional to $e^{-z^2}$. The conditions $f(0)=1$ and $f(\infty)=0$ then give

$$
q=g\,\operatorname{erfc}\left(\frac{x}{2\sqrt{Dt}}\right).
$$

The concentration follows by integration inward from the bulk, where $c=c_0$:

$$
c(x,t)=c_0-\int_x^\infty q\,dx_1
=c_0-2g\sqrt{Dt}\int_z^\infty\operatorname{erfc}(s)\,ds .
$$

Integrate by parts, using $d\operatorname{erfc}(s)/ds=-2e^{-s^2}/\sqrt\pi$:

$$
\int_z^\infty\operatorname{erfc}(s)\,ds
=-z\operatorname{erfc}(z)+\frac{2}{\sqrt\pi}\int_z^\infty s\,e^{-s^2}ds
=\frac{e^{-z^2}}{\sqrt\pi}-z\operatorname{erfc}(z).
$$

At the surface $z=0$, and the integral equals $1/\sqrt\pi$. Therefore

$$
c(0,t)=c_0-2g\sqrt{\frac{Dt}{\pi}} .
$$

Setting this to zero at $t=\tau$ gives $\tau=\pi c_0^2/(4g^2D)$. Insertion of $g$ yields

$$
\boxed{\tau=\pi D\left[\frac{Fc_0}{2J(1-t_+)}\right]^2}
$$

### Number and meaning

The bracket is $8.040\times10^5$ s/m, so

$$
\tau=\pi\times3\times10^{-10}\times(8.040\times10^5)^2\ \text{s}
\approx609\ \text{s}\approx10.2\ \text{min}.
$$

The surface concentration can be written $c(0,t)=c_0(1-\sqrt{t/\tau})$. It falls fast at first: half the salt at the surface is gone after a quarter of Sand's time. The charge plated by time $\tau$ is $10\times609/3600=1.69$ mAh/cm². At fixed $c_0$, $D$ and $t_+$, doubling the current divides $\tau$ by four and halves this charge.

The surface condition $c\psi'=c'$ gives $\psi'(0,t)=g/c(0,t)$, so the field at the surface diverges as the salt runs out. The neutral model ends there. It does not say whether the real electrode then grows dendrites, starts another reaction or fails in some other way.

If $t_+$ tends to 1 at fixed $D$, then $g$ tends to zero and $\tau$ to infinity: the anions no longer carry current, and no salt has to be removed. At the other end, $t_+=0$ with the same $D$ gives 219 s.

Two numerical calculations test these results. The first follows both ions with Poisson's equation and does not impose neutrality. Its screening length $\sqrt{\varepsilon RT/(F^2c_0)}$, with $\varepsilon$ the permittivity, was set to about 0.003 of the length $FDc_0/J$. The mesh is coarser than this, so the space charge itself is not resolved, and the surface value is extrapolated from the nearly neutral liquid beside it. For $t_+=0.4$ and 0.2, the surface concentration agreed with the formula within $0.0002\,c_0$ at all times compared, the latest of which leave about $0.1\,c_0$ at the surface. The second solves the salt equation in a cell 6 mm thick. It finds depletion at 609.3 s, and halving the mesh spacing moves this by about 0.0005 s. At 20 mA/cm², in a cell 3 mm thick, it gives 152.3 s, one quarter as long.

## Comparison of the two

The estimate and the exact result differ by a pure number:

$$
\frac{\tau}{t_{\rm est}}=\frac{\pi}{4}\approx0.785,
$$

so the estimate is about 27% too long relative to the exact value. The cause can be traced. The salt removed per unit area is $J(1-t_+)\tau/F=gD\tau$. From $c_0=2g\sqrt{D\tau/\pi}$ it follows that

$$
gD\tau=\frac{\sqrt\pi}{2}\,c_0\sqrt{D\tau}\approx0.886\,c_0\sqrt{D\tau}.
$$

The estimate had 1 in place of 0.886, and the square of 0.886 is $\pi/4$. At Sand's time the electrolyte has lost as much salt as a layer of thickness $0.886\sqrt{D\tau}$ contained, but the loss is spread out. With $\sqrt{D\tau}=0.428$ mm, the concentration is zero at the surface and returns to half its bulk value at a depth of 0.299 mm.

## When the gap is finite

Now place a second lithium electrode at $x=L$, where lithium dissolves at the same current density. The total amount of salt is then fixed. In a steady state the anion flux is uniform, and it vanishes at the electrodes, so it vanishes everywhere. The argument used at the surface then gives $c'=g$ throughout the gap. Since the mean concentration remains $c_0$, the steady profile is

$$
c_s(x)=c_0+g\left(x-\frac L2\right),\qquad c_s(0)=c_0-\frac{gL}{2}.
$$

The approach to it must also be checked, because the surface might pass through zero on the way. The difference $c-c_s$ starts as $g(L/2-x)$ and has zero gradient at both ends, so it can be expanded in $\cos(n\pi x/L)$. The coefficients follow from one integration by parts, in which the boundary term vanishes:

$$
a_n=\frac2L\int_0^L g\left(\frac L2-x\right)\cos\frac{n\pi x}{L}\,dx
=\frac{2g}{n\pi}\int_0^L\sin\frac{n\pi x}{L}\,dx
=\frac{2gL}{n^2\pi^2}\left[1-(-1)^n\right].
$$

Only odd $n$ remain, and each term decays as the diffusion equation requires:

$$
c(0,t)=c_0-\frac{gL}{2}+\sum_{n\ \rm odd}\frac{4gL}{n^2\pi^2}\,e^{-n^2\pi^2Dt/L^2}.
$$

Every term of the sum is positive and decreasing. The surface concentration therefore falls steadily towards its final value and never below it. Depletion in a finite time requires

$$
L>L_c=\frac{2c_0}{g}=\frac{2FDc_0}{J(1-t_+)}=\frac{2}{2.073}\ \text{mm}=0.965\ \text{mm}.
$$

A gap of $0.95L_c$ keeps 0.05 mol/L at the surface indefinitely. At $1.05L_c=1.013$ mm depletion does occur, but late. The term $n=1$ then suffices. With $gL=2.1c_0$, its coefficient is $4\times2.1c_0/\pi^2=0.851c_0$, and it must fall to $0.05c_0$. Its decay time is $L^2/(\pi^2D)=347$ s, so depletion takes $347\ln(0.851/0.05)\approx983$ s, in agreement with the numerical value of 982.6 s. At a gap of 1.5 mm the time is 624 s, about 2% above the thick-cell result.

## A real electrolyte and a real separator

The parameters are roughly those of lithium hexafluorophosphate in mixed carbonate solvents near room temperature. At 1 mol/L such a solution is not dilute. $D$ and $t_+$ should then be read as measured coefficients of the salt equation, and the separate ion diffusivities lose their plain meaning.

A porous separator changes the result strongly. Let its pore fraction be $p$, and assume that transport per total area is reduced by $p^{1.5}$. The salt equation becomes $p\,\partial c/\partial t=p^{1.5}Dc''$, so $D$ is replaced by $p^{0.5}D$. The surface gradient becomes $g/p^{1.5}$. In $\tau=\pi c_0^2/(4g^2D)$ these changes give the factor $p^3/p^{0.5}=p^{2.5}$, while $L_c=2c_0/g$ is multiplied by $p^{1.5}$. For $p=0.4$, Sand's time drops to 61.7 s and the critical gap to 0.244 mm.

A separator 25 µm thick is far below that gap. Between two lithium electrodes its limiting current density is $10\times0.244/0.025\approx98$ mA/cm² if $D$ is constant. At that limit the salt concentration ranges from zero to 2 mol/L, so a diffusivity that varies with concentration shifts the value: with $2^{1-c/c_0}D$ in place of $D$ it is about 122 mA/cm², and the salt then reaches 2.9 mol/L at the other electrode. The limit also depends on the assumed factor $p^{1.5}$: a separator with twice the transport resistance has half the limiting current. The assumed factor corresponds to only four times the resistance of free liquid, which is low for commercial separators. At three times the assumed resistance the limit is about 32 mA/cm², and the surface concentration at 10 mA/cm² settles at 0.69 mol/L. With the assumed factor and constant $D$, the surface concentration at 10 mA/cm² settles at 0.90 mol/L, and Sand's time does not exist. This statement concerns uniform current between flat lithium electrodes. A porous counter-electrode or a locally concentrated current needs its own calculation.

In free liquid, buoyancy is a serious omission. The depleted layer is lighter than the bulk. Its tendency to overturn is measured by the Rayleigh number $g_{\rm e}(\Delta\rho/\rho)\delta^3/(\nu D)$, where $g_{\rm e}$ is the acceleration of gravity, $\Delta\rho/\rho$ the relative density change, $\delta=\sqrt{Dt}$ and $\nu$ the kinematic viscosity. With rough values $\Delta\rho/\rho=0.1$ and $\nu=3\times10^{-6}$ m²/s, it reaches nearly $10^5$ at Sand's time. If the plated electrode lies at the bottom, small disturbances begin to grow faster than the layer thickens when this number is about 20 to 30. In linear theory, a ripple of 10% to 0.01% in the current density produces flow that competes with diffusion when the number is about 80 to 360, well before it reaches a thousand. The density change grows as $\sqrt t$ and $\delta^3$ as $t^{3/2}$, so the number grows as $t^2$ and passes a thousand after about a minute. A vertical electrode has no such threshold. The result of 609 s thus calls for a plated electrode on top, facing down, or for some other means of keeping the liquid still.

The material data matter too. Each of the following changes is made with the other inputs fixed:

- If the diffusivity follows $2^{1-c/c_0}D$, which rises to $2D$ as the salt vanishes, $\tau$ becomes about 940 s.
- For $t_+=0.3$ it is 448 s, and for $t_+=0.5$ it is 877 s.
- If $D$ refers to 298 K and has an assumed activation energy of 15 kJ/mol, then $\tau$ at 273 K is about 350 s. The result is sensitive to this energy: 30 kJ/mol would give about 200 s.

Smaller effects remain. The plated lithium is 8.2 µm thick, about 2% of $\sqrt{D\tau}$, and the salt fills roughly 6% of the solution volume. These figures indicate the size of the neglected terms; they are not the shifts of $\tau$. For example, a constant salt volume of 60 cm³/mol draws liquid towards the electrode as salt is removed, and with constant $D$ this lengthens $\tau$ by about 8%, to roughly 660 s. Charging the double layer takes about 2 ms. The Debye length comes out near 0.2 nm, too short for the continuum picture to hold at that scale, but it confirms that the space charge is confined to a tiny part of the depleted layer while salt remains at the surface.

For the stated constant coefficients, the answer for a thick, still, free electrolyte is about 10 minutes. The changes listed above give times from about 3 to 16 minutes, so a prediction for a particular electrolyte needs its measured coefficients. The numerical output below lists the values used.

## Numbers as computed

```
INPUTS AND RESULT
Salt concentration: 1 mol/L
Current density: 10 mA/cm2
Salt diffusivity: 3e-10 m2/s
Cation transference number: 0.4 (no unit)
Faraday constant: 96485.33 C/mol
Cation diffusivity: 2.5e-10 m2/s
Anion diffusivity: 3.75e-10 m2/s
Surface gradient: 2.073 mol/L per mm
F c0 / (2 J (1-t+)): 8.0404e+05 s/m
Sand's time: 609.3 s
Sand's time: 10.2 min
Surface concentration at a quarter of Sand's time: 0.5 mol/L
Diffusion length sqrt(D tau): 0.428 mm
Depth where c = c0/2 at Sand's time: 0.299 mm
Charge plated by Sand's time: 1.69 mAh/cm2
Wrong time if migration is omitted: 219.3 s
Wrong time if t+ replaces 1-t+: 1371 s
TESTS
Two-ion test, t+ = 0.4, largest surface error / c0: 0.00013 (no unit)
Two-ion test, t+ = 0.2, largest surface error / c0: 0.00017 (no unit)
Computed depletion time, 6 mm cell, 600 cells: 609.3 s
Shift from 300 to 600 cells: -0.00049 s
Largest profile error at depletion: 8.4e-06 mol/L
Concentration at stripped electrode then: 2 mol/L
Computed depletion time at 20 mA/cm2: 152.3 s
CELL THICKNESS AND SEPARATOR
Critical gap, free electrolyte: 0.965 mm
Lasting surface concentration at 0.95 critical gap: 0.05 mol/L
Depletion time at 1.05 critical gap: 982.6 s
Depletion time at 1.5 mm gap: 623.7 s
Assumed separator porosity: 0.4 (no unit)
Sand's time in thick porous separator: 61.7 s
Critical gap in porous separator: 0.244 mm
Limiting current, 25 um porous separator: 97.6 mA/cm2
Steady surface concentration there at 10 mA/cm2: 0.898 mol/L
OTHER NEGLECTED EFFECTS (ROUGH INPUTS)
Time if D doubles as salt vanishes: 940 s
Time for t+ = 0.3: 448 s
Time for t+ = 0.5: 877 s
Assumed activation energy of D: 15 kJ/mol
Time at 273 K if D is given at 298 K: 350 s
Assumed relative density change on depletion: 0.1 (no unit)
Assumed kinematic viscosity: 3e-06 m2/s
Rayleigh number of depleted layer at Sand's time: 8.5e+04 (no unit)
Time when that number passes 1000: 66 s
Lithium thickness plated (13 cm3/mol): 8.2 um
Plated thickness / diffusion length: 0.019 (no unit)
Salt volume fraction (60 cm3/mol): 0.06 (no unit)
Double-layer charging time (20 uF/cm2, 1 V): 2 ms
Debye length (permittivity 30, 298 K): 0.19 nm
```
